# Cycle-Averaged Electron Pressure Heating and Its Vanishing at Constant Temperature, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: balance at fixed positions

### Definitions and conventions

A capacitive discharge is described along one coordinate $x$, normal to two plane electrodes. Let $f(x,v,t)$ be the number of electrons per unit volume and per unit of the velocity component $v$ along $x$, with the two transverse components integrated out. The electron has charge $-e$ and mass $m$. The density $n$, flux $\Gamma$, drift velocity $u$, pressure $p$ and temperature $T$ are

$$n=\int f\,dv,\qquad \Gamma=nu=\int v f\,dv,\qquad p=m\int (v-u)^2 f\,dv,\qquad T=\frac{p}{n}.$$

The pressure is the $xx$ component, taken about the drift, and $T$ is in energy units. No Maxwellian shape is assumed: $T$ measures the spread of $v$ and nothing else.

All fields repeat after the radio-frequency period $\tau=2\pi/\omega$. Angle brackets denote the average over one period at fixed $x$, and square brackets a difference between the ends $x_1<x_2$ of the region considered:

$$\langle A\rangle=\frac1\tau\int_0^\tau A\,dt,\qquad [A]=A(x_2)-A(x_1).$$

The average of a time derivative of a periodic quantity is zero, because the quantity has the same value at both ends of the period. The particle source $S$ is the number of electrons created minus the number destroyed, per unit volume and time. It enters the continuity equation

$$\partial_t n+\partial_x\Gamma=S. \tag{1}$$

The fields are taken as smooth enough to differentiate and integrate by parts. Where the electrons are absent, all products containing $n$ are zero.

### Where pressure heating comes from

The kinetic equation is

$$\partial_t f+v\,\partial_x f-\frac{eE}{m}\,\partial_v f=C,$$

where $E$ is the electric field and $C$ collects collisions, ionization and recombination. Its integral over $v$ is (1), with $S=\int C\,dv$, since $f$ vanishes at large $|v|$. Multiplying by $mv$ and integrating requires two integrals. The first follows from writing $v=u+(v-u)$:

$$m\int v^2 f\,dv=mnu^2+2mu\int(v-u)f\,dv+p=mnu^2+p,$$

because the middle integral is $nu-un=0$. The second is an integration by parts, $\int v\,\partial_v f\,dv=-n$. With $R=-m\int vC\,dv$ for the momentum lost per unit volume and time, the result is

$$m\left[\partial_t(nu)+\partial_x(nu^2)\right]=-enE-\partial_x p-R. \tag{2}$$

The field delivers to the electrons the power density $-enuE$, which is the electron current density times the field. Multiplying (2) by $u$ and solving for this power gives

$$-enuE=mu\left[\partial_t(nu)+\partial_x(nu^2)\right]+u\,\partial_x p+uR. \tag{3}$$

The three terms are the inertial, pressure and collisional parts. The second is positive where electrons drift towards higher pressure, since the field must then push them against the pressure force. The pressure heating, a power per unit electrode area, is

$$P=\int_{x_1}^{x_2}\langle u\,\partial_x p\rangle\,dx. \tag{4}$$

The inertial part can be treated at once. By the product rule and (1),

$$\partial_t(nu)+\partial_x(nu^2)=u(\partial_t n+\partial_x\Gamma)+n(\partial_t u+u\,\partial_x u)=uS+n(\partial_t u+u\,\partial_x u).$$

Multiplying by $u$ turns the last term into $n(\partial_t+u\,\partial_x)(u^2/2)$. For any field $A$, the product rule and (1) give

$$n(\partial_t+u\,\partial_x)A=\partial_t(nA)+\partial_x(\Gamma A)-SA. \tag{5}$$

With $A=u^2/2$ the source terms combine as $u^2S-u^2S/2$, so that

$$mu\left[\partial_t(nu)+\partial_x(nu^2)\right]=\partial_t\!\left(\frac{mnu^2}{2}\right)+\partial_x\!\left(\frac{mnu^3}{2}\right)+\frac{mu^2S}{2}.$$

Between closed walls and without a source, the cycle-averaged space integral of this part is zero. Net energy absorption must then come from pressure heating or from collisions.

### The isothermal case

Let $T$ be uniform in space and constant in time. Choose a constant reference density $n_0$ and define

$$\ell=\ln\frac{n}{n_0}.$$

Since $\partial_x n=n\,\partial_x\ell$, the pressure term becomes

$$u\,\partial_x p=Tu\,\partial_x n=T\Gamma\,\partial_x\ell.$$

The derivative is moved from $\ell$ to $\Gamma$ by the product rule, and (1) replaces $\partial_x\Gamma$ by $S-\partial_t n$:

$$T\Gamma\,\partial_x\ell=T\,\partial_x(\Gamma\ell)-T\ell\,\partial_x\Gamma
=T\,\partial_x(\Gamma\ell)-T\ell S+T\ell\,\partial_t n.$$

The last term is a time derivative. Indeed

$$\partial_t(n\ell-n)=\ell\,\partial_t n+n\,\frac{\partial_t n}{n}-\partial_t n=\ell\,\partial_t n.$$

Therefore

$$u\,\partial_x p=T\,\partial_x(\Gamma\ell)+T\,\partial_t(n\ell-n)-TS\ell. \tag{6}$$

Averaging removes the middle term, and integration over $x$ gives

$$P=T\left\{[\langle\Gamma\ell\rangle]-\int_{x_1}^{x_2}\langle S\ell\rangle\,dx\right\}. \tag{7}$$

The value does not depend on the choice of $n_0$. Replacing $n_0$ by $cn_0$ subtracts $\ln c$ from $\ell$ and changes the braces by $-\ln c\,\{[\langle\Gamma\rangle]-\int\langle S\rangle dx\}$, which is zero by the average of (1).

The source term vanishes if $S=0$ at every place and time. The boundary term vanishes at an end where $\Gamma=0$. It also vanishes where $n$ is steady and $\langle\Gamma\rangle=0$, because then $\langle\Gamma\ell\rangle=\ell\langle\Gamma\rangle=0$. Under these conditions

$$P=0. \tag{8}$$

An emptied region does no harm: as $n\to0$ with finite $u$, both $n\ell$ and $\Gamma\ell=un\ell$ tend to zero.

### What the result does not say

The zero belongs to the space integral. With $S=0$, the average of (6) at one position is

$$\langle u\,\partial_x p\rangle=T\,\partial_x\langle\Gamma\ell\rangle, \tag{9}$$

which can be positive in one layer and negative in another. The quantity $T\langle\Gamma\ell\rangle$ acts as an energy flux that redistributes the absorbed power.

Nor is the power zero at each instant. If $S=0$ and the boundary terms vanish at every instant, (6) integrates to

$$\int_{x_1}^{x_2}u\,\partial_x p\,dx=T\frac{d}{dt}\int_{x_1}^{x_2}(n\ell-n)\,dx.$$

The integral on the right, multiplied by $T$, is the density-dependent part of the free energy of an ideal gas. It rises and falls with the electron distribution and returns to its initial value after a period.

The phrase "no net particle source" needs care. Suppose $\langle S\rangle=0$ at every position, while $S$ itself oscillates. Equation (7) still contains $\langle S\ell\rangle$, the correlation of the source with the density, and this need not vanish. The sufficient condition used here is the absence of a source at every instant.

A steady source balanced by wall loss also changes the answer. Take a steady density, a wall at $x_1=0$, and $\Gamma=0$ at $x_2$. With $n_0$ equal to the wall density $n_w$, both boundary terms vanish and

$$P=-T\int_0^{x_2} S\ln\frac{n}{n_w}\,dx.$$

If electrons are created only where $n>n_w$, this is negative. When the density falls steadily towards the wall, they drift towards lower pressure, and the pressure term in (3) is work done on the field that holds them back from the wall.

### A worked flow

Consider one half of a discharge, with the wall at $x=0$ and the midplane at $L=30$ mm. The frequency is 13.56 MHz, so $\omega=8.52\times10^7\ \mathrm{s^{-1}}$, and $T=3$ eV. The ions are fixed in the profile

$$n_i(x)=n_m\left[0.2+0.8\tanh\frac{x}{5\ \mathrm{mm}}\right],\qquad n_m=2\times10^9\ \mathrm{cm^{-3}}.$$

The electrons fill this profile behind a moving front. With $\theta=\omega t$, let

$$n=n_i(x)\,z^3(10-15z+6z^2),\qquad z=\frac{x-s(\theta)}{w(\theta)},$$

where $z$ is set to 0 below zero and to 1 above one. The foot and the width of the front are

$$s=3.0+2.2\cos\theta+0.2\sin2\theta\ \mathrm{mm},\qquad w=1.2(1+0.3\sin\theta)\ \mathrm{mm}.$$

The foot moves between 0.77 and 5.23 mm, so no electron reaches the wall. The width lies between 0.84 and 1.56 mm, a few times the Debye length of 0.36 mm at the mean position of the foot.

The flow is prescribed, not obtained from a force balance. The field that (2) requires for it therefore need not equal the field that Poisson's equation gives for the same densities. The flux follows from (1) with $\Gamma=0$ at the wall:

$$\Gamma(x,t)=-\int_0^x\partial_t n\,dx'.$$

At the midplane $n$ is steady and $\langle\Gamma\rangle=0$, so the conditions for (8) hold. The integrals were evaluated by the trapezoidal rule with 6001 positions and 360 phases, and $\partial_x p$ by finite differences.

The space-integrated pressure power swings between $-19.8$ and $+14.0\ \mathrm{mW/cm^2}$, and its mean magnitude is $10.6\ \mathrm{mW/cm^2}$. Since the period is 73.7 ns and gains balance losses, the energy lent and returned in each cycle is

$$\tfrac12\times10.6\ \mathrm{mW/cm^2}\times73.7\ \mathrm{ns}=0.39\ \mathrm{nJ/cm^2}.$$

The computed average is $0.0002\ \mathrm{mW/cm^2}$, or about $2\times10^{-5}$ of the mean magnitude. As the analytic value is zero, this remainder is numerical error.

The local average is not zero. It reaches $+0.74\ \mathrm{mW/cm^3}$ at $x=1.8$ mm and $-1.09\ \mathrm{mW/cm^3}$ at 5.8 mm. These values depend on the changing width. If $w$ were constant, $n$ would depend on time through $s$ alone, and (1) would give $\Gamma=G(x,s)\,ds/dt$ with some function $G$. Then

$$\langle\Gamma\ell\rangle=\frac1\tau\oint G(x,s)\,\ell(x,s)\,ds=0$$

at every position, because $s$ would go out and return over the same integrand. By (9) the local average would vanish too. The varying width makes the outward and return paths different.

A source with zero mean shows the correction to the looser wording. Take

$$S=0.05\,\omega n\left(\cos\theta-\frac{\langle n\cos\theta\rangle}{\langle n\rangle}\right),$$

for which $\langle S\rangle=0$ at every position that electrons visit. The density and the temperature are held as before, and the flux is recomputed from (1). The pressure heating becomes $0.037\ \mathrm{mW/cm^2}$. This source is a constructed counterexample, not a model of ionization in the discharge.

### The size of ionization and wall loss

In a sustained discharge electrons do reach the wall. Equation (7) limits how negative this makes the isothermal term. Choose $n_0=n_m$, and suppose that $n\le n_m$, $S\ge0$, and the midplane contributes nothing. Then $\ell\le0$, so the source part $-T\int\langle S\ell\rangle dx$ is non-negative and may be dropped from a lower bound.

Let $n_w(t)$ now be the electron density at the wall and $G$ the mean loss flux. The outward flux is taken as $n_w\bar v/4$, where $\bar v=\sqrt{8T/\pi m}$, so $\langle n_w\rangle=4G/\bar v$. This is the one-way flux in a full Maxwellian of density $n_w$, used here as a simple boundary condition. The wall has $\Gamma=-n_w\bar v/4$, and it is the lower end of the region, so its contribution is $T(\bar v/4)\langle n_w\ln(n_w/n_m)\rangle$. Since $y\ln y$ is convex, its average is at least its value at the average. Hence

$$P\ge -TG\ln\frac{n_m\bar v}{4G}. \tag{10}$$

If no direct current flows to the wall, the mean electron loss equals the loss of singly charged positive ions. For hydrogen, take $\mathrm{H_3^+}$ as the ion, with mass $M$ of three atomic mass units, and estimate its flux, and hence $G$, as the density at the mean foot position times $\sqrt{T/M}$. That density is $1.26\times10^9\ \mathrm{cm^{-3}}$, and $G=1.24\times10^{15}\ \mathrm{cm^{-2}s^{-1}}$. The product $TG$ is $0.60\ \mathrm{mW/cm^2}$ and the logarithm is 3.8, so the right side of (10) is $-2.3\ \mathrm{mW/cm^2}$. If instead the wall returns no electrons, let the outgoing ones form half a Maxwellian. Its spread about the drift is only $1-2/\pi=0.36$ of the temperature parameter of the full Maxwellian. For the spread to equal $T$, as (7) requires, that parameter must be $T/0.36$, and the flux is $n_w\bar v/(2\sqrt{1-2/\pi})=0.83\,n_w\bar v$. Then $4G$ in (10) becomes $1.2\,G$, and the limit is $-3.0\ \mathrm{mW/cm^2}$. Taking the density at the outermost foot position instead gives $G=1.6\times10^{15}\ \mathrm{cm^{-2}s^{-1}}$ and limits of $-2.8$ and $-3.7\ \mathrm{mW/cm^2}$. These are limits for the estimated $G$, not values of $P$. They leave room for an effect of ionization and wall loss far larger than the small numerical remainder above, but do not show that the effect is that large.

## Second derivation: work on electron elements

### Symbols and results carried over

The electron density is $n$, the drift velocity $u$, the flux $\Gamma=nu$, the pressure $p=nT$, and $\ell=\ln(n/n_0)$ with constant $n_0$. Angle brackets average over the period $\tau=2\pi/\omega$. The pressure heating per unit area is $P=\int\langle u\,\partial_xp\rangle dx$. The first derivation used the continuity equation at fixed positions. It gave $P=0$ for periodic motion at uniform, constant $T$, with no source at any instant and closed boundaries. At a single position it left $\langle u\,\partial_xp\rangle=T\,\partial_x\langle\Gamma\ell\rangle$.

The example is half a discharge of length 30 mm, at 13.56 MHz and $T_0=3$ eV. An electron front of varying width sweeps over a fixed ion profile with midplane density $n_m=2\times10^9\ \mathrm{cm^{-3}}$. Its foot moves between 0.77 and 5.23 mm from the wall.

At fixed positions, the cycle-averaged pressure heating integrated over the region is zero for uniform, constant temperature, no source at any instant and closed boundaries, although the local average need not vanish. It remains to derive this result by following electron elements, and to find the heating when their temperature varies.
